# Noncollinear moments without spin–orbit coupling: which directions have meaning?

**The argument under review.** A mean-field calculation for three magnetic sites on an equilateral triangle, with no spin–orbit term in the Hamiltonian, converges to moments at 120° to one another. Their common plane has its normal tilted by 63° from the normal of the triangle. The argument draws two conclusions:

1. Since the moments are noncollinear, spin–orbit coupling must be at work in some hidden way.
2. The 63° tilt is a magnetic anisotropy: the lattice prefers this plane.

The calculation is sound, but neither conclusion follows from it. The same model shows why.

## The energy being minimized

The triangle lies in the \(xy\) plane, with sites \(j=0,1,2\) numbered counterclockwise, and holds three electrons. Electrons hop between sites with amplitude \(-t\), whatever their spin, and two electrons on one site repel with energy \(U\). There is no magnetic field and no dipole coupling between moments.

Let \(\gamma\) be the one-particle density matrix and \(\gamma_{ii}\) its \(2\times2\) spin block on site \(i\). The occupation is \(n_i=\mathrm{Tr}\,\gamma_{ii}\). The vector \(\mathbf m_i=\mathrm{Tr}(\boldsymbol\sigma\gamma_{ii})\) points along the spin polarization, and its length is the spin moment in Bohr magnetons (\(g=2\)).

In a single Slater determinant, the repulsion on a site is a direct term minus an exchange term:

\[
U\langle n_\uparrow n_\downarrow\rangle=U\left(\gamma_{\uparrow\uparrow}\gamma_{\downarrow\downarrow}-|\gamma_{\uparrow\downarrow}|^2\right).
\]

Here \(\gamma_{\uparrow\uparrow}=(n+m_z)/2\), \(\gamma_{\downarrow\downarrow}=(n-m_z)/2\) and \(|\gamma_{\uparrow\downarrow}|^2=(m_x^2+m_y^2)/4\). The total energy is therefore

\[
E=\mathrm{Tr}(h\gamma)+\frac U4\sum_i\left(n_i^2-|\mathbf m_i|^2\right). \tag{1}
\]

The noncollinear local spin-density approximation has the same structure: its exchange–correlation energy depends on the density and on the length of the magnetization vector.

## First conclusion: does noncollinearity need spin–orbit coupling?

Take \(U\gg t\), with one electron per site and spin directions \(\mathbf e_i\). An electron lowers its energy by spreading slightly onto a neighbour. The Pauli principle admits only the part of its spin state opposite to the neighbour's spin. For an angle \(\theta\) between the two spins, that part has amplitude \(\sin(\theta/2)\).

If the electron spreads with small amplitude \(a\), the energy change is \(-2at\sin(\theta/2)+Ua^2\). It is smallest at \(a=t\sin(\theta/2)/U\), where it equals \(-t^2\sin^2(\theta/2)/U\). Each bond allows this in both directions, so to leading order

\[
E\simeq-\frac{2t^2}{U}\sum_{i<j}\sin^2\frac{\theta_{ij}}2
=-\frac{t^2}{U}\sum_{i<j}\left(1-\mathbf e_i\cdot\mathbf e_j\right).
\]

Every bond wants antiparallel spins, which three bonds cannot all have. The best compromise follows from

\[
\sum_{i<j}\mathbf e_i\cdot\mathbf e_j=\tfrac12\left(\Big|\sum_i\mathbf e_i\Big|^2-3\right)\ge-\tfrac32 .
\]

Equality requires \(\sum_i\mathbf e_i=0\), which for three unit vectors means a plane with 120° angles. The energy is then \(-(3+\tfrac32)t^2/U=-4.5\,t^2/U\). A collinear arrangement has at most two antiparallel bonds and reaches \(-4\,t^2/U\). At \(U=100\,t\) the self-consistent coefficients are \(-4.4997\) and \(-4.0002\).

Competing exchange is thus sufficient for noncollinearity, and no term linking spin to the lattice was used.

### The 120° state at finite \(U\)

Let the moments have length \(m\) and directions \(\theta_j=qj\), with \(q=2\pi/3\). Differentiating (1) with respect to \(\gamma\) gives the one-electron Hamiltonian \(h+\tfrac U2(n_j-\mathbf m_j\cdot\boldsymbol\sigma)\) on each site. With \(n_j=1\) and \(\Delta=Um/2\), its spin-dependent part is \(-\Delta(\cos\theta_j\,\sigma_x+\sin\theta_j\,\sigma_y)\).

The element of this term between up and down is \(-\Delta e^{-iqj}\). It couples the Bloch state of wave number \(k\), spin up, to that of \(k+q\), spin down. The hopping energies are \(-2t\cos k\), that is \(-2t\) for \(k=0\) and \(t\) for \(k=\pm q\). The coupled pairs therefore have energies \((-2t,t)\), \((t,t)\) and \((t,-2t)\).

A pair \((a,b)\) coupled by \(-\Delta\) has the lower level \(\tfrac{a+b}2-\sqrt{\tfrac{(a-b)^2}4+\Delta^2}\). The lower levels are \(-\tfrac t2-R\) (twice) and \(t-\Delta\), the upper ones \(-\tfrac t2+R\) (twice) and \(t+\Delta\), with \(R\) defined below. Since \(R>\tfrac32t\) for \(\Delta>0\), we have \(t-\Delta<-\tfrac t2+R\), so the three lower levels lie below the three upper ones and are filled. Their sum is

\[
2\left(-\frac t2-R\right)+(t-\Delta)=-\Delta-2R,\qquad R=\sqrt{\frac{9t^2}4+\Delta^2}.
\]

The constant \(U/2\) per electron adds \(3U/2\). The sum of levels counts the interaction twice, so \(\tfrac U4\sum(n^2-m^2)=\tfrac{3U}4-\tfrac{3Um^2}4\) must be subtracted once. With \(m=2\Delta/U\),

\[
E(\Delta)=-\Delta-2R+\frac{3U}4+\frac{3\Delta^2}U. \tag{2}
\]

Setting \(dE/d\Delta=-1-2\Delta/R+6\Delta/U=0\) gives \(m=\tfrac13(1+2\Delta/R)\). The derivative of the level sum with respect to \(\Delta\) is the expectation value of \(-\sum_j(\cos\theta_j\,\sigma_x+\sin\theta_j\,\sigma_y)\), that is \(-3\) times the moment per site of the filled levels. Since this derivative is \(-1-2\Delta/R\), that moment is \(\tfrac13(1+2\Delta/R)\). At the stationary point the input moment equals the output moment, so it is the self-consistent solution.

For the round parameters \(t=1\) eV and \(U=8\) eV, the solution is \(\Delta=3.815\) eV, hence \(R=\sqrt{2.25+14.555}=4.099\) eV and \(m=0.954\). Equation (2) gives

\[
E=-3.815-8.199+6+5.458=-0.556\ \text{eV}.
\]

The lowest collinear solution found from a set of different starts has \(-0.503\) eV. The noncollinear state is lower by 53 meV, where the leading-order estimate \(0.5\,t^2/U\) gives 62.5 meV.

## Second conclusion: is the 63° tilt an anisotropy?

Rotate all spins together by an angle \(\alpha\) about a unit vector \(\mathbf u\), leaving the sites in place. On every site the spin state is multiplied by \(V=e^{-i\alpha\,\mathbf u\cdot\boldsymbol\sigma/2}\), so each block of \(\gamma\) becomes \(\gamma'_{ij}=V\gamma_{ij}V^\dagger\). Consider the parts of (1) in turn.

*Hopping.* Since \(h\) contains no spin matrix, it commutes with \(V\). The cyclic property of the trace gives \(\mathrm{Tr}(h\gamma')=\mathrm{Tr}(V^\dagger hV\gamma)=\mathrm{Tr}(h\gamma)\).

*Occupations.* \(n_i'=\mathrm{Tr}(V\gamma_{ii}V^\dagger)=n_i\).

*Moments.* \(\mathbf m_i'=\mathrm{Tr}(V^\dagger\boldsymbol\sigma V\gamma_{ii})\). Differentiating, and using \([\sigma_b,\sigma_a]=2i\sum_c\epsilon_{bac}\sigma_c\),

\[
\frac{d}{d\alpha}V^\dagger\sigma_aV=\frac i2V^\dagger[\mathbf u\cdot\boldsymbol\sigma,\sigma_a]V
=V^\dagger(\mathbf u\times\boldsymbol\sigma)_aV .
\]

Hence \(d\mathbf m_i'/d\alpha=\mathbf u\times\mathbf m_i'\), the equation of a rotation about \(\mathbf u\). Every moment turns by the same rotation \(\mathcal R\), and its length is kept.

So \(E[\gamma']=E[\gamma]\) for every \(\gamma\), self-consistent or not. The 63° tilt is one member of a continuous family of states with equal energy. Four runs from random spin directions all end at \(-0.555757\) eV with 120° between moments, but the normals of their planes lie at 63°, 71°, 68° and 44° from the \(z\) axis. Each tilt reflects its starting point.

Lengths of moments and angles between them are unchanged by \(\mathcal R\) and keep their meaning. The same holds for constrained calculations. If the directions are held at \(\{\mathbf e_i\}\), the rotation maps every state allowed by that constraint onto one allowed by \(\{\mathcal R\mathbf e_i\}\), at equal energy. Without spin–orbit coupling, a constraint on the common orientation therefore costs nothing, while one on relative angles generally does.

### The functional must respect the symmetry

Suppose \(|\mathbf m_i|^2\) in (1) were replaced by \(m_{i,z}^2\). Moments in the \(xy\) plane would then gain nothing from this term. After a 90° rotation about \(x\), \(\sum_i m_{i,z}^2=m^2\sum_j\sin^2\theta_j=\tfrac32m^2\), and the energy changes by

\[
-\frac U4\cdot\frac32m^2=-3\times0.954^2\ \text{eV}=-2.73\ \text{eV}.
\]

This "anisotropy" is an error of the functional. An orientation energy found without spin–orbit coupling, field or dipole term is a reason to inspect the functional and the numerics.

### Beyond mean field

The invariance does not depend on the determinant. With number operators, \(n_\uparrow n_\downarrow=\tfrac12(n^2-n)\), where \(n=n_\uparrow+n_\downarrow\), so the repulsion involves charge alone. The hopping is summed equally over both spins. Both are unchanged by a common spin rotation, so the many-electron Hamiltonian commutes with the total spin.

The energies are another matter. Diagonalizing this model gives a ground-state energy of \(-0.717\) eV, which is 0.161 eV below the mean-field value. That difference is about three times the 53 meV gain found above. The preference for 120° order is thus a mean-field result here. In the exact treatment of the finite triangle, the equal mixture of all states in a ground multiplet is rotation invariant and has zero moment on every site. The mean-field state picks a direction that the Hamiltonian does not supply.

## What a real anisotropy looks like

Now add spin–orbit coupling: a hopping \(i\lambda\sigma_z\) for each counterclockwise step, with its Hermitian conjugate for the reverse step. For orbitals even under reflection in the triangle's plane, \(\sigma_z\) is the spin matrix this reflection allows, because \(\sigma_x\) and \(\sigma_y\) change sign. The factor \(i\) preserves time-reversal symmetry.

A Bloch state with spin \(\sigma=\pm1\) acquires the energy \(i\lambda\sigma(e^{-ik}-e^{ik})=2\lambda\sigma\sin k\). With \(s=\sqrt3\,\lambda\), this is \(\pm\sigma s\) at \(k=\pm q\). For moments turning counterclockwise from site to site, the pairs become

\[
(-2t,\;t-s),\qquad(t+s,\;t+s),\qquad(t-s,\;-2t).
\]

The pair averages still add to zero, and the difference \(3t\) becomes \(3t-s\). For the clockwise sense, up at \(k\) couples to down at \(k-q\), which reverses the sign of \(s\) and gives \(3t+s\). In both senses the pair averages cancel in the sum of the filled levels, which is \(-\Delta-2\sqrt{(3t\mp s)^2/4+\Delta^2}\), with the upper sign for the counterclockwise sense. A larger difference lowers this sum, although not every level in it: in the clockwise pattern two levels rise and the third falls by \(s\). So \(\lambda>0\) favours the clockwise sense.

To first order in \(\lambda\), the energy shift of the counterclockwise pattern is its spin–orbit expectation value, found by differentiating the level sum at fixed \(\Delta\):

\[
A=s\,\frac{d}{ds}\left[-2\sqrt{\frac{(3t-s)^2}4+\Delta^2}\,\right]_{s=0}=\frac{3ts}{2R}=\frac{3\sqrt3\,t\lambda}{2R}.
\]

For \(\lambda=0.02\) eV, \(A=0.1039/8.199\) eV \(=12.7\) meV.

Next, tilt the frozen pattern by \(\beta\) about \(x\). Write the spin–orbit term as \(L\sigma_z\), where \(L\) acts on the sites, and define \(Q_b=\mathrm{Tr}(L\sigma_b\gamma)\). The untilted pattern is unchanged when a step to the next site is combined with a 120° spin rotation about \(z\), and \(L\) is unchanged by the step. The vector \(\mathbf Q\) must then be unchanged by a 120° rotation about \(z\), so it points along \(z\), with \(Q_z=A\). Tilting turns \(\mathbf Q\) like a moment, and its \(z\) component gives

\[
\delta E(\beta)=A\cos\beta .
\]

The computed shifts are 12.7, 0 and \(-12.7\) meV at \(\beta=0\), 90° and 180°. The plane now has a preferred orientation. A 180° tilt about \(x\) reverses the turning sense, so on this triangle that sense, too, is part of the common orientation. Self-consistent solutions of the two senses differ by 25.4 meV with spin–orbit coupling and have equal energy without it.

One freedom survives: this coupling contains only \(\sigma_z\), so a common rotation about \(z\) still costs nothing. Which directions are fixed depends on the form of the coupling. Dipole coupling between moments would also tie them to the lattice. A uniform external field acting on the spins singles out its own direction instead. Because the 120° moments add to zero, such a field leaves the energy of the frozen pattern unchanged at every orientation, and it can favour one orientation only by changing the moments.

## Recommendation

The first conclusion should be withdrawn, with competing exchange named as the cause of the noncollinear order in this mean-field model. The 63° should be reported as an arbitrary choice of spin axes, or left out. A claim about anisotropy needs a calculation that includes spin–orbit coupling, or another term tying spin to the lattice, and compares energies for different orientations. The numerical check checks the main energies, equation (2), the rotation invariance and the amplitude \(A\) numerically.

## Numbers as computed

```
hopping t = 1.00 eV, repulsion U = 8.00 eV, SOC lambda = 0.020 eV
120-degree state: energy, self-consistent = -0.555757 eV
120-degree state: energy, closed form     = -0.555757 eV
Delta = 3.81507 eV, moment per site = 0.95377 Bohr magnetons
best collinear state: energy = -0.502880 eV
best collinear state: m_z by site = [ 0.9352 -0.9676 -0.9676] Bohr magnetons
noncollinear gain without SOC = 52.877 meV
U = 100 eV: E*U/t^2, 120-degree = -4.4997, collinear = -4.0002
random start 1: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 63.03 deg
random start 2: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 70.97 deg
random start 3: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 68.32 deg
random start 4: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 44.02 deg
largest energy change, 20 random rotations = 2.7e-15 eV
false shift of m_z-only functional, 90-deg tilt = -2.72901 eV
orientation amplitude A, formula = 12.6755 meV
with SOC, frozen pattern, tilt   0 deg: E shift = 12.6755 meV
with SOC, frozen pattern, tilt  45 deg: E shift = 8.9630 meV
with SOC, frozen pattern, tilt  90 deg: E shift = -0.0000 meV
with SOC, frozen pattern, tilt 135 deg: E shift = -8.9630 meV
with SOC, frozen pattern, tilt 180 deg: E shift = -12.6755 meV
with SOC, self-consistent, counterclockwise: E = -0.543151 eV
with SOC, self-consistent, clockwise: E = -0.568502 eV
sense splitting: with SOC = 25.3510 meV, without = 0.0000 meV
many-electron ground energy of the model, no SOC = -0.716635 eV
correlation energy missed by mean field = -0.160878 eV
norm of [H,S_x]: without SOC = 0.0e+00 eV, with SOC = 0.2771 eV
```
